# Electron and photon shares of momentum in one-loop QED

## The exercise

QED contains \(N\) flavours of Dirac fermion, called electrons here, with unit charge and a common mass. A moving state carries part of its momentum in the electron fields and part in the photon field. The division depends on the scale \(\mu\) at which the state is resolved.

**Conventions.** In atomic units \(\hbar=m=|e|=1\). With \(x^0=ct\), the mass term is \(c\), all momenta are inverse lengths, and the energy belonging to \(\mu\) is \(c\mu\). The signature is \((+,-,-,-)\). The charge is absorbed in \(A_\mu\), so \(D_\mu=\partial_\mu-iA_\mu\) and
\[
\mathcal L=\sum\bar\psi(i\gamma^\mu D_\mu-c)\psi-\frac{1}{16\pi\alpha}F_{\mu\nu}F^{\mu\nu}.
\]
The coupling is \(\alpha(\mu)\), with \(\alpha_0=1/c\) at \(\mu_0=c\), which is the energy \(mc^2\). For a constant null vector, \(n^2=0\), define
\[
\mathcal O_e=\sum\bar\psi\, i\slashed n\, n\!\cdot\! D\,\psi,\qquad
\mathcal O_\gamma=-\frac{1}{4\pi\alpha}\,n^\mu n^\rho F_{\mu\nu}F_\rho{}^{\nu}.
\]
These are the electron and photon parts of \(n_\mu n_\nu T^{\mu\nu}\), up to total derivatives; terms proportional to \(g^{\mu\nu}\) vanish because \(n^2=0\).

**Questions**, at one loop and for \(\mu\gg\mu_0\):

1. How do the electron share \(f_e\) (summed over flavours) and the photon share \(f_\gamma\) change with \(\mu\)?
2. Why does the mixing matrix have a zero eigenvalue, and what is the other one?
3. Which photon share is approached, and in what sense is it asymptotic?

## Hints

1. Add \(h_e\mathcal O_e+h_\gamma\mathcal O_\gamma\) to \(\mathcal L\). Which metric does each field now see?
2. What can a coordinate change do when \(h_e=h_\gamma\)?
3. A loop of deformed electrons knows no metric but theirs. Ordinary charge renormalization then supplies one half of the mixing.
4. For the other half, take an undeformed electron and a deformed photon, and keep the logarithm in the self-energy that multiplies \(\slashed n\,n\cdot p\).
5. The energy of a physical state cannot depend on \(\mu\). This turns the running of the \(h\)'s into that of the shares.

## Solution

### The deformation is a change of metric

The deformed electron kinetic term is \(\bar\psi i\gamma^aE_a{}^\mu D_\mu\psi\), with \(E_a{}^\mu=\delta_a^\mu+h_en_an^\mu\). Squaring this operator produces the inverse metric
\[
g^{ab}E_a{}^\mu E_b{}^\nu=g^{\mu\nu}+2h_en^\mu n^\nu ,
\]
because the \(h_e^2\) term contains \(n^2=0\). For the photon, set \(G^{\mu\nu}=g^{\mu\nu}+2h_\gamma n^\mu n^\nu\). Then
\[
G^{\mu\rho}G^{\nu\sigma}F_{\mu\nu}F_{\rho\sigma}
=F_{\mu\nu}F^{\mu\nu}+4h_\gamma n^\mu n^\rho F_{\mu\nu}F_\rho{}^\nu .
\]
The quadratic term vanishes since \(n^\mu n^\nu F_{\mu\nu}=0\). Multiplication by \(-1/(16\pi\alpha)\) reproduces \(h_\gamma\mathcal O_\gamma\).

### The shares are energy responses

In a spin-averaged state of momentum \(p\), normalized to one particle, Lorentz covariance gives
\[
\int d^3x\,\langle T_i^{\mu\nu}\rangle=f_i\frac{p^\mu p^\nu}{p^0}+B_i\,g^{\mu\nu},\qquad i=e,\gamma .
\]
Here \(f_i\) is independent of \(p\), while \(B_i\) is proportional to \(1/p^0\) and drops out on contraction with \(n_\mu n_\nu\). The total momentum is \(\int d^3x\,T^{0\nu}=p^\nu\), so \(f_e+f_\gamma=1\) and \(B_e+B_\gamma=0\). At fixed coordinates and canonical momenta, a small change of a Lagrangian changes the Hamiltonian by the opposite amount. First-order perturbation theory therefore gives
\[
\delta p^0=-\frac{(n\cdot p)^2}{p^0}\,(f_eh_e+f_\gamma h_\gamma). \tag{1}
\]
A free electron checks the sign and factor. Its deformed mass shell is \(p^2+2h_e(n\cdot p)^2=c^2\), hence \(2p^0\delta p^0=-2h_e(n\cdot p)^2\), which is (1) with \(f_e=1\). A free photon gives the same result with zero mass and \(f_\gamma=1\).

### A common deformation cannot run

If \(h_e=h_\gamma=h\), introduce coordinates with \(\partial'_a=E_a{}^\mu\partial_\mu\) and fields \(A'_a=E_a{}^\mu A_\mu\). The Jacobian is one, since \(\det(1+h\,n\,n^{T})=1+hn^2=1\). The action then has its undeformed form. Loops in the new coordinates change the normalizations of the ordinary kinetic terms, but create no relative deformation. A cutoff sphere changes shape under the transformation; this alters finite terms and the gauge-violating photon mass term of order \(\Lambda^2\) that a sharp cutoff \(\Lambda\) produces, but not the coefficient of a logarithm.

To first order, the running therefore depends on the difference alone. When the scale is lowered,
\[
-\frac{dh_e}{dt}=a\,(h_\gamma-h_e),\qquad
-\frac{dh_\gamma}{dt}=b\,(h_e-h_\gamma),\qquad dt=\frac{\alpha}{\pi}\,d\ln\mu . \tag{2}
\]
Two numbers, \(a\) and \(b\), remain to be found.

### The photon is dragged by the electrons

The vacuum energy in a uniform magnetic field \(B\) fixes the logarithm. One flavour has levels \(\omega^2=k_z^2+2nB+c^2\), where \(n=0,1,2,\dots\) is now the level number. There are \(B/2\pi\) orbits per area, with spin weights \(g_0=1\) and \(g_{n\ge1}=2\). The filled negative levels contribute \(-\omega\) each. Use
\[
\omega=\frac{1}{2\sqrt\pi}\int_0^\infty\frac{ds}{s^{3/2}}\left(1-e^{-s\omega^2}\right).
\]
The term 1 counts states and does not depend on the field. With
\[
\int\frac{dk_z}{2\pi}e^{-sk_z^2}=\frac{1}{2\sqrt{\pi s}},\qquad
\sum_n g_ne^{-2nBs}=\coth(Bs),
\]
the remaining energy density is
\[
u=\frac{B}{2\pi}\,\frac{1}{2\sqrt\pi}\int\frac{ds}{s^{3/2}}\,\frac{\coth(Bs)}{2\sqrt{\pi s}}\,e^{-c^2s}
=\frac{B}{8\pi^2}\int\frac{ds}{s^2}\coth(Bs)\,e^{-c^2s}.
\]
Now \(\coth(Bs)=1/(Bs)+Bs/3+\dots\). The first term is the field-free energy. The second gives \((B^2/24\pi^2)\int ds/s\).

Let \(L=\ln(\mu/\mu')\), where \(\mu'<\mu\) is the lowered scale. Since \(s\) is an inverse squared momentum, \(\int ds/s=2L\), and \(N\) flavours give \(NB^2L/(12\pi^2)\). The photon's own energy density is \(B^2/(8\pi\alpha)\). Integrating out the modes between \(\mu'\) and \(\mu\) therefore changes \(Z=1/(4\pi\alpha)\) by
\[
\delta Z=\frac{NL}{6\pi^2},\qquad\text{hence}\qquad \frac{d\alpha}{d\ln\mu}=\frac{2N\alpha^2}{3\pi}. \tag{3}
\]

Gauge and Lorentz invariance require the logarithm to multiply \(F_{\mu\nu}F^{\mu\nu}\), so the magnetic field suffices to fix it. For deformed electrons the same result holds in their own metric. Adding the loop to the existing photon term gives
\[
h_\gamma(\mu')=\frac{Zh_\gamma+\delta Z\,h_e}{Z+\delta Z}
\simeq h_\gamma+\frac{\delta Z}{Z}(h_e-h_\gamma),\qquad
\frac{\delta Z}{Z}=4\pi\alpha\,\frac{NL}{6\pi^2}=\frac{2N}{3}\,\frac{\alpha L}{\pi}.
\]
Thus \(b=2N/3\). The number that makes the charge run also makes photons share their momentum with pairs.

### The electron is dragged by the photon

By (2) it suffices to take \(h_e=0\) and \(h_\gamma=h\). Continue to Euclidean momenta, \(k_E^2=-k^2\), and choose the continued \(n\) so that \((n_E\cdot k_E)^2=-(n\cdot k)^2\); then \(h\) keeps its sign. Drop the label \(E\). With a gauge-fixing term built from the photon's metric, the photon propagator is \(4\pi\alpha D_{\mu\nu}\), where
\[
D_{\mu\nu}=\frac{\delta_{\mu\nu}-2hn_\mu n_\nu}{k^2+2h(n\cdot k)^2}
=\frac{\delta_{\mu\nu}}{k^2}-2h\left[\frac{n_\mu n_\nu}{k^2}+\frac{\delta_{\mu\nu}(n\cdot k)^2}{k^4}\right]+O(h^2).
\]

The electron kinetic operator is \(i\slashed p\) and the interaction is \(S_{\rm int}=-i\int\bar\psi\slashed A\psi\). Integrating out modes adds \(-\tfrac12\langle S_{\rm int}^2\rangle\) to the action. The two equal contractions cancel the \(\tfrac12\), and \(-(-i)^2=+1\), so the kinetic operator changes by
\[
\delta K=4\pi\alpha\int\frac{d^4k}{(2\pi)^4}\,\gamma_\mu\,\frac{-i\slashed q}{q^2}\,\gamma_\nu D_{\mu\nu},\qquad q=p-k .
\]
The mass is dropped because it does not affect the logarithm multiplying \(p\).

The identities \(\slashed n\slashed q\slashed n=2(n\cdot q)\slashed n\) (from \(n^2=0\)) and \(\gamma_\mu\slashed q\gamma_\mu=-2\slashed q\) give the part linear in \(h\):
\[
\delta K_h=8\pi i\alpha h\int\frac{d^4k}{(2\pi)^4}\left[\frac{2\slashed n\,n\cdot q}{q^2k^2}-\frac{2\slashed q\,(n\cdot k)^2}{q^2k^4}\right].
\]
The logarithm comes from the terms linear in \(p\). Since \(1/q^2=1/k^2+2p\cdot k/k^4+\dots\),
\[
\frac{q_\mu}{q^2}=-\frac{k_\mu}{k^2}+\frac{p_\mu}{k^2}-\frac{2k_\mu\,p\cdot k}{k^4}+\dots
\]
Angular averages in four dimensions are
\[
\overline{k_ak_b}=\frac{k^2}{4}\delta_{ab},\qquad
\overline{k_ak_bk_ck_d}=\frac{k^4}{24}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).
\]
Contracting both index pairs in the second formula confirms its factor, \(16+4+4=24\).

- In the first term, \(n\cdot q/q^2\) averages to \(n\cdot p\,(1-\tfrac12)/k^2\). The term becomes \(\slashed n\,n\cdot p/k^4\).
- In the second, the \(p_\mu/k^2\) piece vanishes because \(\overline{(n\cdot k)^2}=n^2k^2/4=0\). The last piece is \(4\slashed k(p\cdot k)(n\cdot k)^2/k^8\). Two of the three pairings survive, so it averages to \(4\cdot\tfrac{2}{24}=\tfrac13\) times \(\slashed n\,n\cdot p/k^4\).

The sphere has area \(2\pi^2\), so \(\int d^4k/[(2\pi)^4k^4]=L/(8\pi^2)\), and
\[
\delta K_h=8\pi i\alpha h\left(1+\tfrac13\right)\frac{L}{8\pi^2}\,\slashed n\,n\cdot p
=i\,\frac43\,\frac{\alpha L}{\pi}\,h\,\slashed n\,n\cdot p .
\]
A deformed electron has kinetic operator \(i(\slashed p+h_e\slashed n\,n\cdot p)\). The loop has therefore produced \(h_e=\tfrac43(\alpha L/\pi)h_\gamma\), and \(a=4/3\). The \(h\)-independent logarithm multiplies \(\slashed p\); it rescales the field and does not change this first-order result.

### The result does not depend on the gauge

First change \(D_{\mu\nu}\) by \(k_\mu k_\nu\varphi(k)\), with \(\varphi\) even. Writing \(\slashed k=\slashed p-(\slashed p-\slashed k)\) on each side gives
\[
\slashed k\,\frac{1}{\slashed p-\slashed k}\,\slashed k
=\slashed p\,\frac{1}{\slashed p-\slashed k}\,\slashed p-\slashed p-\slashed k .
\]
The first term is of second order in \(p\), the last is odd in \(k\), and the middle one changes the coefficient of \(\slashed p\), not that of \(\slashed n\,n\cdot p\).

A gauge-fixing term built from another metric can also add \(k_\mu v_\nu+v_\mu k_\nu\), where to first order in \(h\) the vector \(v\) combines \(n(n\cdot k)\) and \(k(n\cdot k)^2\). The same replacement of \(\slashed k\) leaves \(\slashed p\) times an average of \(\slashed k\slashed v\), or the reverse order. These averages contain \(\slashed n\slashed n=n^2=0\) or \(\overline{(n\cdot k)^2}=0\). The coefficient \(4/3\) stands. Direct quadrature of the loop in two gauges gives 1.333333 in both.

### From deformations to shares

The energy shift (1) belongs to a physical state, so \(f_eh_e+f_\gamma h_\gamma\) is independent of \(\mu\). Its derivative, with (2), gives
\[
\frac{df_e}{dt}h_e+\frac{df_\gamma}{dt}h_\gamma
=\frac43f_e(h_\gamma-h_e)+\frac{2N}{3}f_\gamma(h_e-h_\gamma).
\]
The two deformations are independent. Comparing their coefficients answers question 1:
\[
\frac{d}{dt}\begin{pmatrix}f_e\\ f_\gamma\end{pmatrix}
=\begin{pmatrix}-\frac43&\frac{2N}{3}\\[2pt] \frac43&-\frac{2N}{3}\end{pmatrix}
\begin{pmatrix}f_e\\ f_\gamma\end{pmatrix}. \tag{4}
\]
Finer resolution shows electrons as electrons with photons, at rate \(4/3\), and photons as pairs, at rate \(2/3\) per flavour.

Each column sums to zero, so \(f_e+f_\gamma\) is conserved and the determinant vanishes. One eigenvalue is zero; the other equals the trace, \(-(4+2N)/3\). The zero eigenvalue expresses the conservation of total momentum, and in the deformed theory it is the freedom to change coordinates. This answers question 2.

The zero mode balances the two flows: \(\tfrac43f_e=\tfrac{2N}{3}f_\gamma\), or \(f_e=\tfrac N2f_\gamma\). With \(f_e+f_\gamma=1\),
\[
f_\gamma^*=\frac{2}{2+N}.
\]

### In what sense it is asymptotic

The difference \(f_\gamma-f_\gamma^*\) decays as \(e^{-(4+2N)t/3}\). From (3), \(dt=(\alpha/\pi)\,d\ln\mu=(3/2N)\,d\alpha/\alpha\), so \(t=(3/2N)\ln(\alpha/\alpha_0)\). For a state with \(f_\gamma(\mu_0)=0\),
\[
f_\gamma(\mu)=\frac{2}{2+N}\left[1-\left(\frac{\alpha_0}{\alpha}\right)^{1+2/N}\right],\qquad
\frac{\alpha_0}{\alpha}=1-\frac{2N\alpha_0}{3\pi}\ln\frac{\mu}{\mu_0}. \tag{5}
\]
The bracket reaches one where \(\alpha_0/\alpha=0\), at a finite scale, the one-loop pole. The loop expansion has failed before that point. The limit is thus a property of the one-loop flow, not a proven statement about QED at infinite energy. It is still informative, because the approach is governed by the ratio \(\alpha_0/\alpha\), which can become small while \(\alpha\) itself is small.

Two limits illustrate (5). For \(N\to0\), without electron loops, the coupling is constant and \(f_\gamma\to1-(\mu/\mu_0)^{-4\alpha_0/3\pi}\): the electron gradually passes all its momentum to photons. For large \(N\), (5) becomes \(f_\gamma\simeq(2/N)(1-\alpha_0/\alpha)\): the limiting share \(f_\gamma^*\) falls as \(2/N\), since pairs can form in many flavours, and it is reached only at the pole.

## Numbers for a dressed electron

Start at \(mc^2=510\,999\) eV with \(f_\gamma=0\). This initial value holds to leading logarithm; a constant beside the logarithm would shift the share by an amount of order \(\alpha_0/\pi\approx0.002\). Resolve the electron at \(10^9\) eV, or \(1.97\times10^{-6}\) angstrom, where \(\ln(\mu/\mu_0)=7.579\). For \(N=1\), (5) gives
\[
\frac1\alpha=137.036-\frac{2}{3\pi}(7.579)=135.428,\qquad
f_\gamma=\frac23\left[1-\left(\frac{135.428}{137.036}\right)^3\right]=0.0232 .
\]

For \(N=2\) and 3, taken as model flavours of equal mass, the share is again 0.0232, although the limits are 0.667, 0.500 and 0.400. Expanding (5) in \(\tau=(\alpha_0/\pi)\ln(\mu/\mu_0)=0.0176\) explains this:
\[
f_\gamma=\frac43\tau-\frac89\tau^2+\frac{16}{81}(2-N)\tau^3+\dots
\]
Pair creation removes photon momentum at second order, while the growing coupling adds the same amount. Both effects come from vacuum polarization, and in (5) \(N\) first appears in the cubic term, of order \(10^{-6}\) here. These digits belong to the one-loop formula only: the initial value is uncertain by about 0.002, and terms beyond one loop, of order \((\alpha_0/\pi)\tau\approx4\times10^{-5}\), exceed the cubic term.

The limit lies far away. For \(N=1\), half of it is reached when \((\alpha_0/\alpha)^3=\tfrac12\), so \(\alpha=2^{1/3}\alpha_0=0.0092\), at about \(10^{64}\) eV. Ninety per cent requires \(\alpha=10^{1/3}\alpha_0=0.0157\), at about \(10^{156}\) eV; the pole lies near \(10^{286}\) eV. For \(N=3\) the 90% point is near \(10^{76}\) eV, with \(\alpha=0.029\), and the pole near \(10^{99}\) eV. For these small \(N\), most of the approach takes place at weak coupling; for many flavours the product \(N\alpha\) is no longer small at the 90% point. The energies are formal: other charged particles and other interactions, left out here, change the flow long before. The loop coefficients and the remaining scales are in the numerical output.

## Variation 1: start from a photon

*A spin-averaged photon state has \(f_\gamma(\mu_0)=1\). How does its share evolve?*

The matrix (4) is the same, and so are the zero mode and the decay. The initial distance from the limit is now \(1-2/(2+N)=N/(2+N)\), so
\[
f_\gamma=\frac{2}{2+N}+\frac{N}{2+N}\left(\frac{\alpha_0}{\alpha}\right)^{1+2/N}.
\]
For \(N=1\) at \(10^9\) eV this is \(\tfrac23+\tfrac13(135.428/137.036)^3=0.988\). The photon has passed 0.012 of its momentum to pairs, half of what the electron passed to photons. In general the ratio of the two transfers is \(N/2\) at every scale, because both contain the factor \(1-(\alpha_0/\alpha)^{1+2/N}\). The limit has no memory of the initial state.

## Variation 2: unequal charges

*Let flavour \(j\) have charge \(Q_j\ne0\) in units of the electron's. Does the limit change?*

The self-energy of flavour \(j\) and its part of the vacuum polarization both contain two vertices of that flavour, hence \(Q_j^2\). Separate shares \(f_j\) obey
\[
\frac{df_j}{dt}=-\frac23Q_j^2(2f_j-f_\gamma),\qquad
\frac{df_\gamma}{dt}=\frac23\sum_jQ_j^2(2f_j-f_\gamma).
\]
A stationary state needs \(f_j=f_\gamma/2\) for each flavour, so \(f_\gamma(1+N/2)=1\) and the limit is again \(2/(2+N)\). It is approached from any start, since
\[
\frac{d}{dt}\left(\frac12f_\gamma^2+\sum_jf_j^2\right)
=-\frac23\sum_jQ_j^2(2f_j-f_\gamma)^2\le0 ,
\]
with equality at the stationary state alone. Charges set the speed of the exchange; the number of charged flavours sets its balance. A neutral flavour, \(Q_j=0\), is not counted in \(N\). It keeps whatever share \(f_0\) it has, and only the rest is exchanged, so the photon share then tends to \(2(1-f_0)/(2+N)\).

## Values computed for the example and the checks

```
starting scale mc^2 = 510999.0 eV
alpha at start = 0.00729735; c = 1/alpha = 137.0360 a.u.
Measured loop coefficients, per unit t (dimensionless):
  h_e driven by h_g: 1.333333; by h_e: -1.333334
  h_e driven by h_g in another gauge: 1.333333
  h_e under a common deformation: 3.4e-06
  h_g driven by h_e: 0.666669; by h_g: -0.666667 (N = 1)
photon log coefficient, loop: 0.0168869
photon log coefficient, Landau levels: 0.0168868
example scale = 1.000e+09 eV
example length hbar c/mu = 1.9733e-06 angstrom
ln(mu/mu0) = 7.5791
N = 1: eigenvalues: |zero| = 9.8e-07, other = -2.00000
  zero-mode photon share = 0.66667
  at example scale: 1/alpha = 135.4277
  at example scale: photon share = 0.023199
  50% of limit: alpha = 0.00919, log10(mu/eV) = 63.57
  90% of limit: alpha = 0.01572, log10(mu/eV) = 155.99
  one-loop pole: log10(mu/eV) = 286.16
N = 2: eigenvalues: |zero| = 1.5e-06, other = -2.66667
  zero-mode photon share = 0.50000
  at example scale: 1/alpha = 133.8193
  at example scale: photon share = 0.023198
  50% of limit: alpha = 0.01032, log10(mu/eV) = 46.78
  90% of limit: alpha = 0.02308, log10(mu/eV) = 101.59
  one-loop pole: log10(mu/eV) = 145.93
N = 3: eigenvalues: |zero| = 1.8e-06, other = -3.33334
  zero-mode photon share = 0.40000
  at example scale: 1/alpha = 132.2110
  at example scale: photon share = 0.023197
  50% of limit: alpha = 0.01106, log10(mu/eV) = 37.52
  90% of limit: alpha = 0.02905, log10(mu/eV) = 75.71
  one-loop pole: log10(mu/eV) = 99.19
```
